# Choosing noise and time step for stochastic Landau-Khalatnikov switching

## Definitions and conventions

A ferroelectric cell of volume $V$ carries one uniform polarization $P$. At fixed field $E$ its free-energy density is

$$f(P)=-\tfrac{\alpha}{2}P^2+\tfrac{\beta}{4}P^4-EP,\qquad \alpha,\beta>0 .$$

The motion is overdamped, with constant viscosity $\rho$ (a resistivity):

$$\rho\,\dot P=-f'(P)+\eta(t),\qquad \langle\eta(t)\eta(t')\rangle=S\,\delta(t-t').$$

Primes on $f$ mean $d/dP$, $k$ is Boltzmann's constant and $v(P)=-f'(P)/\rho$ is the drift. The noise is Gaussian and white, and the bath is classical. Since $\rho$ is constant, the noise does not multiply a function of $P$, and the Itô and Stratonovich readings coincide.

The settings treated here are those of a Langevin thermostat, as offered for atoms or for an order parameter whose energy was fitted to electronic-structure results: noise strength, time step and run length. The first is fixed by theory; the other two are choices.

**Landau scales.** At $E=0$, $f'=P(\beta P^2-\alpha)$ vanishes at $P=0$ and at $\pm P_s$, with $P_s^2=\alpha/\beta$. The barrier density is $f(0)-f(P_s)=\alpha^2/2\beta-\alpha^2/4\beta=\alpha P_s^2/4$. With a field, stationary points obey $E=-\alpha P+\beta P^3$. The left well disappears where the right side has its maximum, at $P=-P_s/\sqrt3$. The field there is the coercive field,

$$E_c=\frac{\alpha P_s}{\sqrt3}-\frac{\alpha P_s}{3\sqrt3}=\frac{2\alpha P_s}{3\sqrt3}.$$

**Example.** Take $P_s=20$ uC/cm2, $E_c=1$ MV/cm, $\rho=100$ ohm cm, $T=300$ K and a cell of $0.8\times0.8\times2$ nm³, so $V=1.28$ nm³. Then $\alpha=3\sqrt3\,E_c/(2P_s)=2.598\times10^8/0.2=1.30\times10^9$ m/F. The zero-field barrier is $B=V\alpha P_s^2/(4kT)=4.01$ in units of $kT$, or 0.104 eV. The time unit is $\rho/\alpha=0.770$ ns.

## Noise strength: not a free parameter

Over a short time $\Delta t$ the noise adds a kick $\xi=\rho^{-1}\int\eta\,dt$ of variance $S\Delta t/\rho^2$, which we write as $2D\Delta t$. For a smooth function $g$, expanding to first order in $\Delta t$ gives

$$\frac{d\langle g\rangle}{dt}=\langle Lg\rangle,\qquad Lg=v g'+D g''.$$

Writing the averages as integrals over the density $w(P,t)$ and integrating by parts yields

$$\partial_t w=-\partial_P J,\qquad J=v w-D\,\partial_P w .$$

In a stationary state $J$ is constant, and it is zero because nothing flows at infinite $|P|$. Insert the Boltzmann law $w_B\propto e^{-Vf/kT}$, for which $\partial_Pw_B=-(Vf'/kT)w_B$:

$$-\frac{f'}{\rho}+\frac{DVf'}{kT}=0\quad\Rightarrow\quad D=\frac{kT}{\rho V},\qquad S=2\rho^2D=\frac{2\rho kT}{V}.$$

An electrical argument agrees. A cell of area $A$ and thickness $d$ carries current $A\dot P$ under the viscous voltage $d\rho\dot P$, so its resistance is $R=\rho d/A$. Nyquist voltage noise $2kTR\,\delta(t-t')$, divided by $d^2$, gives field noise of strength $2kT\rho/(Ad)$, which is $S$.

If the kick variance is wrong by a factor $c$, then $D$ is too, and the stationary law is that of temperature $cT$. Changing $\rho$ with the correct $S$ changes the speed and leaves equilibrium alone. The volume must be that of the coherent cell, since $S\propto1/V$.

## The Heun step

Draw one Gaussian $\xi$ of variance $2kT\Delta t/(\rho V)$ and use it in both stages:

$$Q=P+v(P)\Delta t+\xi,\qquad P_{\rm new}=P+\tfrac{\Delta t}{2}[v(P)+v(Q)]+\xi .$$

**Linear well.** For $v=-\lambda P$ and $a=\lambda\Delta t$, substitution gives

$$P_{\rm new}=(1-a+\tfrac{a^2}{2})P+(1-\tfrac a2)\xi .$$

Stationarity requires the variance $s^2$ to reproduce itself:

$$s^2\left[1-(1-a+\tfrac{a^2}{2})^2\right]=(1-\tfrac a2)^2\,2D\Delta t .$$

The bracket is a difference of squares, $a(1-\frac a2)\cdot2(1-\frac a2+\frac{a^2}4)$. Dividing by the exact variance $D/\lambda$,

$$\frac{s^2}{D/\lambda}=\frac{1-a/2}{1-a/2+a^2/4}\simeq1-\frac{a^2}{4}.$$

This requires $a<2$; otherwise the multiplier of $P$ is at least 1. The Euler step has multiplier $1-a$ and an unmodified kick, so its ratio is $2a/[1-(1-a)^2]=1/(1-a/2)$, an error of first order. At $a=0.2$ the ratios are 0.989 for Heun and 1.111 for Euler.

The shared kick matters. If the predictor omits $\xi$, the factor $(1-a/2)^2$ on the right becomes 1, and the ratio is $1/(1-a+a^2/2-a^3/8)\simeq1+a$. The second stage then costs extra work and loses second-order accuracy.

**General drift.** Expand $v(Q)$ about $P$. The increment $\delta=P_{\rm new}-P$ is

$$\delta=\xi+v\Delta t+\tfrac{\Delta t}{2}v'\xi+\tfrac{\Delta t^2}{2}vv'+\tfrac{\Delta t}{4}v''\xi^2+\dots$$

With $\langle\xi^2\rangle=2D\Delta t$ and $\langle\xi^4\rangle=12D^2\Delta t^2$, the moments through $\Delta t^2$ are

$$\langle\delta\rangle=v\Delta t+\tfrac{\Delta t^2}{2}(vv'+Dv''),\quad \langle\delta^2\rangle=2D\Delta t+\Delta t^2(v^2+2Dv'),$$
$$\langle\delta^3\rangle=6Dv\Delta t^2,\qquad \langle\delta^4\rangle=12D^2\Delta t^2 .$$

The exact evolution of an average is $g+\Delta t\,Lg+\frac12\Delta t^2L^2g+\dots$, where applying $L$ twice gives

$$L^2g=(vv'+Dv'')g'+(v^2+2Dv')g''+2Dv\,g'''+D^2g''''.$$

Inserting the moments into $\langle\delta\rangle g'+\langle\delta^2\rangle g''/2+\langle\delta^3\rangle g'''/6+\langle\delta^4\rangle g''''/24$ reproduces every term through $\Delta t^2$.

In the stationary state of the scheme, with averages $\langle\cdot\rangle_h$, one step changes no average. Dividing that statement by $\Delta t$ gives $\langle Lg+\frac12\Delta t\,L^2g\rangle_h=O(\Delta t^2)$. Choose $g=u-\frac12\Delta t\,Lu$. The first-order terms cancel, leaving $\langle Lu\rangle_h=O(\Delta t^2)$. An observable minus its Boltzmann average can be written as $Lu$, so its bias is of second order. This argument is formal: it assumes smooth functions and negligible weight at huge $|P|$.

**Bias without sampling noise.** Eliminating $\xi$ gives $P_{\rm new}=Q+\frac{\Delta t}{2}[v(Q)-v(P)]$. Where this is monotone in $Q$, the transition density is the Gaussian density of $Q$, with mean $P+v(P)\Delta t$ and variance $2D\Delta t$, divided by $1+\frac{\Delta t}{2}v'(Q)$. Its stationary vector was computed on $|P|\le1.8P_s$ for the example at $E=0.1$ MV/cm. Let $h=\alpha\Delta t/\rho$, and measure the distance from the Boltzmann law by half the integrated absolute difference of the densities:

- $h=0.1$: Heun 0.0031, Euler 0.030
- $h=0.05$: Heun 0.00072, Euler 0.015
- $h=0.025$: Heun 0.00018, Euler 0.0072

The last halving gives observed orders of 2.04 and 1.02.

## Choosing the time step

Two conditions limit $h$. The first is accuracy. At zero field the well curvature is $f''(P_s)=3\beta P_s^2-\alpha=2\alpha$, so the linear formula applies with $a=2h$, and the relative variance bias is about $-h^2$. With $N$ independent samples of a Gaussian variable, the relative sampling error of the variance is $\sqrt{2/N}$. A reasonable choice is therefore

$$h^2\ll\sqrt{2/N}.$$

For $N=10\,000$ and $h=0.05$ this reads $0.0025\ll0.014$. The step is then 38.5 ps and the rms kick is 1.58 uC/cm2. The rule covers the variance within a well; rare-event averages need their own step test.

The second condition is stability. Without noise, and at $E=0$, set $p=P/P_s$. The predictor lands on $-p$ when $p+h(p-p^3)=-p$, or $p^2=1+2/h$. The two drifts then cancel and the step returns $p$. At larger $|p|$ the predictor overshoots to a point where the opposite drift is stronger, so the corrected step moves outward and the iteration runs away. The energy above the wells is $B(p^2-1)^2$, so the threshold lies at

$$\frac{V\Delta f}{kT}=\frac{4B}{h^2}.$$

For the example this is about 6400, at $|P|=6.4P_s$; a numerical scan with the field included agrees. The numerical law is strictly quasi-stationary, but escape is negligible here. At $h=1$ the threshold would be only $4B\simeq16$, and the wells themselves would reach the linear stability limit $a=2h=2$, so runaway would be a practical risk.

## Choosing the run length

For cells started in one well, a histogram over both wells tests equilibrium only after cells have exchanged between them. For high barriers the exchange rate follows from the flux, rewritten as $J=-Dw_B\,\partial_P(w/w_B)$. Let $J$ be nearly constant across the barrier, with the right well empty. Dividing by $w_B$ and integrating from left to right gives

$$J\int_{\rm top}e^{Vf/kT}dP=D\left(\frac{w}{w_B}\right)_{\rm left},$$

with $w_B=e^{-Vf/kT}$, unnormalized. The left population is $(w/w_B)_{\rm left}\int_{\rm left}e^{-Vf/kT}dP$. Dividing $J$ by it and approximating $f$ by parabolas in both integrals gives

$$k_{\rm left}=\frac{DV\sqrt{f''_{\rm min}|f''_{\rm top}|}}{2\pi kT}e^{-V\Delta f/kT}=\frac{\sqrt{f''_{\rm min}|f''_{\rm top}|}}{2\pi\rho}\,e^{-V\Delta f/kT}.$$

The right well has the analogous rate. If $n$ is the fraction on the right, $\dot n=k_{\rm left}(1-n)-k_{\rm right}n$, so deviations from equilibrium decay at the rate $k_{\rm left}+k_{\rm right}$.

At $E=0.1$ MV/cm the barriers are 3.41 and 4.65 $kT$. The slowest eigenvalue of the Fokker-Planck equation gives a relaxation time of 91.3 ns; its rate is 0.90 of Kramers' value. With four times the volume and all else fixed, the time is 3.08 ms and the ratio 0.97. The formula improves as the barrier rises, while direct equilibration becomes about 34 000 times longer. For such a cell, compare histograms within one well, or use a method that samples the barrier separately.

Eight relaxation times leave a fraction $e^{-8}\simeq0.0003$ of the initial imbalance. With $h=0.05$ that is 18 976 steps, or 730 ns.

## Reading a switching run

Ten thousand cells start at the left minimum, $-19.6$ uC/cm2, under 0.1 MV/cm. This is one tenth of $E_c$, so noiseless cells would stay. In noiseless runs of 200 time units from $-P_s$, the polarization remains negative at $0.98E_c$ and switches at $1.02E_c$. Below $E_c$ thermal noise does the switching, so a coercive field measured at finite temperature depends on the waiting time.

The fraction with $P>0$ is 0.160 at 22.8 ns, 0.475 at 91.3 ns and 0.743 at 365 ns. The Fokker-Planck equation gives 0.160, 0.477 and 0.746. The binomial error at the middle time is $\sqrt{0.477\times0.523/10^4}=0.005$, so the agreement is within sampling error.

The final snapshot supplies the equilibrium histogram. Using one snapshot of independent cells keeps the samples independent; successive snapshots of one cell share its well for many steps. For bin counts $n_i$ and integrated Boltzmann expectations $m_i$,

$$\chi^2=\sum_i\frac{(n_i-m_i)^2}{m_i}=11.2$$

for 15 bins. The fixed total leaves 14 degrees of freedom, and the probability of a larger value is 0.67. Against the law for 360 K, $\chi^2$ is 277, so the histogram clearly detects a 20% error in noise strength. The switched fraction is 0.757 against the Boltzmann value 0.760.

A second diagnostic needs no bins. Integrating by parts,

$$\langle f''\rangle=\int f''w_B\,dP=-\int f'\,\partial_Pw_B\,dP=\frac{V}{kT}\langle f'^2\rangle,$$

for normalized $w_B$, so $T=V\langle f'^2\rangle/(k\langle f''\rangle)$. The snapshot gives $288.5\pm4.7$ K, which is 2.4 standard errors below 300 K. The linear-well estimate of the step bias, $-h^2$, is less than 1 K. The curvature is larger on the outer flanks, and the stationary law of the scheme at $h=0.05$ gives a bias of $-1.8$ K, which is still too small to explain the gap. The quoted error comes from the snapshot itself; the Boltzmann law gives 5.1 K, so the snapshot lies about 1.9 standard errors below the 298.2 K expected from the scheme. The estimator weights the steep outer flanks, and the outermost right bin holds 146 cells where 171 are expected. That bin accounts for a little over half of the gap, and the rest is spread over other bins. A sampling fluctuation is the likely cause, though one snapshot cannot prove it. Further independent snapshots would settle the matter; adjusting the noise to force 300 K would be wrong.

## Where the model stops

The parameters are round model inputs, not a calculation of any material. The viscosity is especially uncertain, and times scale with it. A sample much larger than the cell can switch by nucleation and wall motion, which breaks the assumption of one uniform $P$. The following estimates use rough inputs.

- **Neighbours.** Add a gradient energy $\frac g2(\nabla P)^2$ with $g=10^{-10}$ J m³/C². Since $\frac g2P_x^2+\Delta f\ge\sqrt{2g\Delta f}\,|P_x|$, with equality for the optimal profile, and $\Delta f=\alpha(P_s^2-P^2)^2/(4P_s^2)$, the wall energy is $\int\sqrt{2g\Delta f}\,dP=\frac{2\sqrt2}{3}\sqrt{g\alpha}\,P_s^2=13.6$ mJ/m². At this planar value, four side faces, 6.4 nm² in all, cost 21 $kT$, five times the barrier. The wall is about as wide as the cell, so the figure is only a rough guide; the relaxed two-dimensional cost depends on how far the cell is reversed: roughly 30 $kT$ for a cell mean of $+P_s$, and roughly 13 $kT$ for a cell mean of zero. Both are well above the barrier of the isolated cell. The example therefore describes an isolated cell, not a region reversing among fixed neighbours.
- **Coherence.** At $P=0$ a lateral modulation $\cos(\pi x/W)$ across width $W$ has stiffness $-\alpha+g\pi^2/W^2$. It is stable for $W<\pi\sqrt{g/\alpha}=0.87$ nm, which the 0.8 nm cell barely satisfies. Its stiffness there is only $0.19\alpha$, against $3.2\alpha$ in the wells, so thermal modulations are larger at the barrier top, by about a factor of four in mean square once the quartic term limits them. With only the two lowest lateral modes kept, they lower the zero-field barrier by about 1.8 $kT$, unless the fitted $f$ already includes them. Modulation along the 2 nm polar axis is assumed to be suppressed by its bound charge.
- **Screening.** An effective screening length $\ell=0.01$ nm adds $\ell P^2/(2\epsilon_0d)$ to $f$. This lowers $\alpha$ by 43%. At fixed $\beta$ the barrier scales as $\alpha^2$ and falls to 0.32 of its value, unless the fitted $\alpha$ already contains the effect.
- **Leakage.** For a 2 eV barrier and mass $m=0.2m_e$, let $\kappa=\sqrt{2m\phi}/\hbar$, with $\phi$ the barrier height. Summing the tunnelling factor $e^{-2dq}$, $q^2=\kappa^2+k_\parallel^2$, over transverse wavevectors gives the conductance per area $(e^2/\pi h_P)\,e^{-2d\kappa}(\kappa/2d+1/4d^2)$, with $h_P$ Planck's constant. With this factor alone, the charge leaked in one relaxation time is about 12% of the switched charge $2P_s$ per area; the omitted interface prefactor can raise it up to about four times for metal electrodes with a Fermi energy of several eV, and can lower it several times for electrodes with a Fermi energy of 0.1 to 0.2 eV. It adds to the measured current but does not alter $P$ at fixed field.

The field is 2% of a rough 5 MV/cm breakdown field. For a 3 THz polar mode, the inertia measure $(\alpha/\rho\omega)^2$ is about $5\times10^{-9}$; the quantum measure $\hbar\alpha/(\rho kT)$ is $3\times10^{-5}$. The inertia figure takes $\rho$ at face value. A mode seen as a resonance at 3 THz in a well needs $\rho<4\alpha/\omega\simeq0.03$ ohm cm, so 100 ohm cm can only be an effective viscosity for slow switching, not the damping of that mode. The quantum figure likewise refers to the slow relaxation; for the mode itself $\hbar\omega/kT\simeq0.5$, which is not small. Within this effective model both measures are negligible beside the coupling to neighbours and screening, which should be settled before the time step is refined. The full set of bins and switching fractions is in the numerical output.

## Computed values

```
Ps = 20.0 uC/cm2; Ec = 1.00 MV/cm; E = 0.10 MV/cm
rho = 100 ohm cm; T = 300 K
cell width = 0.80 nm; thickness = 2.00 nm; V = 1.280 nm3
alpha = 1.2990e+09 m/F; beta = 3.2476e+10 m5/(F C2)
zero-field barrier = 4.014 kT = 0.1038 eV
barriers in field: left 3.414, right 4.650 kT
stationary points = -19.603, -0.771, 20.374 uC/cm2
time unit rho/alpha = 0.7698 ns; step = 38.49 ps; h = 0.050
rms kick per step = 1.5783 uC/cm2; reduced D = 0.06227
noiseless final P at 0.98, 1.02 Ec = -12.86, 23.15 uC/cm2
Fokker-Planck to Boltzmann distance = 1.10e-04
linear variance ratio, h=0.2: Heun 0.989011, Euler 1.111111
law bias (half L1), h=0.1: Heun 3.086e-03, Euler 3.036e-02
law bias (half L1), h=0.05: Heun 7.238e-04, Euler 1.466e-02
law bias (half L1), h=0.025: Heun 1.758e-04, Euler 7.217e-03
observed bias order: Heun 2.042, Euler 1.023
runaway threshold = 6.404 Ps; energy there = 6423 kT
relaxation time: V 91.29 ns; 4V 3.0821 ms
Fokker-Planck/Kramers rate: V 0.8996; 4V 0.9715
cells = 10000; steps = 18976; run time = 730.4 ns
switched at 22.82 ns: Heun 0.1599, Fokker-Planck 0.1602
switched at 45.65 ns: Heun 0.2960, Fokker-Planck 0.2929
switched at 91.30 ns: Heun 0.4748, Fokker-Planck 0.4767
switched at 182.60 ns: Heun 0.6582, Fokker-Planck 0.6558
switched at 365.19 ns: Heun 0.7427, Fokker-Planck 0.7459
final switched fraction: Heun 0.7566, Boltzmann 0.7600
bin -40 to -26 uC/cm2: count 31, Boltzmann 32.3
bin -26 to -22 uC/cm2: count 436, Boltzmann 409.0
bin -22 to -18 uC/cm2: count 922, Boltzmann 916.1
bin -18 to -14 uC/cm2: count 659, Boltzmann 649.2
bin -14 to -10 uC/cm2: count 248, Boltzmann 250.2
bin -10 to -6 uC/cm2: count 83, Boltzmann 86.6
bin -6 to -2 uC/cm2: count 40, Boltzmann 40.5
bin -2 to 2 uC/cm2: count 32, Boltzmann 33.2
bin 2 to 6 uC/cm2: count 44, Boltzmann 52.5
bin 6 to 10 uC/cm2: count 136, Boltzmann 145.2
bin 10 to 14 uC/cm2: count 523, Boltzmann 538.3
bin 14 to 18 uC/cm2: count 1727, Boltzmann 1777.3
bin 18 to 22 uC/cm2: count 3178, Boltzmann 3152.4
bin 22 to 26 uC/cm2: count 1795, Boltzmann 1746.6
bin 26 to 40 uC/cm2: count 146, Boltzmann 170.9
chi2 = 11.21 for 14 dof; p = 0.6696; chi2 at 360 K = 277.2
temperature from samples = 288.5 +/- 4.7 K
rough breakdown field = 5.0 MV/cm; E/breakdown = 0.020
screening length = 0.010 nm; softening/alpha = 0.435; barrier factor = 0.320
gradient coefficient = 1.0e-10 J m3/C2; wall energy = 13.59 mJ/m2
four-side wall cost = 21.0 kT; coherent width limit = 0.872 nm
tunnel barrier = 2.0 eV; mass = 0.20 me; leaked/switched charge = 1.155e-01
mode = 3.0 THz; inertia ratio = 4.75e-09; quantum ratio = 3.31e-05
```
